# Random dissociative adsorption on two neighbouring empty sites: sticking and coverage: test program

```python
"""
Result under test: dissociative adsorption on two neighbouring empty sites,
with adsorbed atoms kept randomly arranged by fast hopping, has sticking
S = s*(1-theta)^2 and coverage theta = s*tau/(1+s*tau) from a clean surface.
theta : adsorbed atoms per site      s : sticking probability at theta = 0
tau   : 2*F*t, atoms that have struck per site (F molecules per site and time)
x     : s*tau                        P2: probability that a bond is empty
A bond is a pair of neighbouring sites; each site has z neighbours.
In the time variable x an empty bond is filled at the rate 1/z.
Atoms that never hop are treated too, as the case where the law fails.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq


def random_coverage(x, start=0.0):
    return 1 - 1 / (1 / (1 - start) + x)


def frozen_coverage(x):
    return 1 - np.exp(-2 * (1 - np.exp(-x / 2)))


def frozen_pair(theta):
    return (1 - theta) * (1 + 0.5 * np.log(1 - theta))


def pair_count(sites, atoms):
    empty = sites - atoms
    return empty * (empty - 1) / (sites * (sites - 1))


# ---- Full master equation on a ring (z = 2), even atom numbers only ----
RING = 10
states = [c for c in range(2**RING) if c.bit_count() % 2 == 0]
index = {c: k for k, c in enumerate(states)}
masks = [(1 << i) | (1 << ((i + 1) % RING)) for i in range(RING)]
atoms_in = np.array([c.bit_count() for c in states])
empty_bonds = np.array([np.mean([(c & m) == 0 for m in masks])
                        for c in states])


def ring_generator(hop_rate, fill_rate):
    gen = np.zeros((len(states), len(states)))
    for k, c in enumerate(states):
        for m in masks:
            occupied = c & m
            if occupied == 0:
                target, rate = c | m, fill_rate
            elif occupied != m:
                target, rate = c ^ m, hop_rate
            else:
                continue
            gen[index[target], k] += rate
            gen[k, k] -= rate
    return gen


def ring_result(hop_rate, x):
    prob = expm(ring_generator(hop_rate, 0.5) * x)[:, index[0]]
    return prob @ atoms_in / RING, prob @ empty_bonds


# Hopping alone drives a compact cluster to equal weights.
mixed = expm(ring_generator(1.0, 0.0) * 100)[:, index[0b1111]]
same_number = atoms_in == 4
assert np.allclose(mixed[same_number], 1 / same_number.sum(), atol=1e-9)
assert np.allclose(mixed[~same_number], 0, atol=1e-12)
ring_p2 = mixed @ empty_bonds
assert abs(ring_p2 - pair_count(RING, 4)) < 1e-8


# ---- Square lattice: explicit enumeration and blocked bonds ----
def square_bonds(side):
    bonds = []
    for i in range(side):
        for j in range(side):
            here = i * side + j
            bonds.append((here, ((i + 1) % side) * side + j))
            bonds.append((here, i * side + (j + 1) % side))
    return bonds


configs = np.arange(2**16)
bits = (configs[:, None] >> np.arange(16)) & 1
chosen = bits[bits.sum(axis=1) == 6]
square_p2 = np.mean([np.mean((chosen[:, a] + chosen[:, b]) == 0)
                     for a, b in square_bonds(4)])
assert abs(square_p2 - pair_count(16, 6)) < 1e-12


def initial_slope(pair, side=6):
    bonds = square_bonds(side)
    blocked = sum(a in pair or b in pair for a, b in bonds)
    return blocked, (blocked / len(bonds)) / (2 / side**2)


blocked_near, slope_near = initial_slope((0, 1))
blocked_far, slope_far = initial_slope((0, 14))
assert abs(slope_near - (2 - 1 / 4)) < 1e-12
assert abs(slope_far - 2) < 1e-12


# ---- Fast hopping: Markov chain in the atom number alone ----
def chain_coverage(sites, x):
    number = np.arange(0, sites + 1, 2)
    rate = 0.5 * sites * pair_count(sites, number)
    gen = np.diag(-rate) + np.diag(rate[:-1], -1)
    return expm(gen * x)[:, 0] @ number / sites


chain = {m: chain_coverage(m, 1.0) for m in (RING, 100, 200, 400)}
chain_error = {m: abs(chain[m] - random_coverage(1.0)) for m in chain}
assert chain_error[400] < 5e-4
assert 1.8 < chain_error[200] / chain_error[400] < 2.2

ring = {h: ring_result(h, 1.0) for h in (0, 1, 10, 100, 1000)}
hop_error = {h: abs(ring[h][0] - chain[RING]) for h in ring}
assert hop_error[1000] < 1e-3
assert hop_error[0] > hop_error[10] > hop_error[100] > hop_error[1000]
assert 8 < hop_error[100] / hop_error[1000] < 12

# ---- Frozen atoms: line formulas against the master equation ----
# The ring is finite, which sets the tolerances at large x.
frozen_late = ring_result(0, 6.0)
frozen_end = ring_result(0, 60.0)
assert abs(ring[0][0] - frozen_coverage(1.0)) < 1e-4
assert abs(ring[0][1] - frozen_pair(frozen_coverage(1.0))) < 1e-4
assert abs(frozen_late[0] - frozen_coverage(6.0)) < 1e-3
assert abs(frozen_late[1] - frozen_pair(frozen_coverage(6.0))) < 1e-3
assert abs(frozen_end[0] - (1 - np.exp(-2))) < 1e-3
theta_cross = 1 - brentq(lambda v: v - 1 - 0.5 * np.log(v), 0.05, 0.6)
x_cross = brentq(lambda x: frozen_coverage(x) - random_coverage(x), 3, 8)
assert ring[0][1] > (1 - ring[0][0])**2
assert frozen_late[1] < (1 - frozen_late[0])**2
assert ring_result(0, 3.0)[0] > random_coverage(3.0)
assert frozen_late[0] < random_coverage(6.0)

# ---- Coverage law from a partly covered surface ----
start = 0.2
numeric = solve_ivp(lambda x, y: (1 - y)**2, (0, 5), [start],
                    rtol=1e-10, atol=1e-12).y[0, -1]
assert abs(numeric - random_coverage(5, start)) < 1e-8

# ---- Worked example in SI units ----
pressure, temperature = 1.0e-6, 300.0
site_density, sticking0, mass_u = 1.0e19, 0.5, 32.0
mass = mass_u * const.atomic_mass
kT = const.k * temperature
flux = pressure / np.sqrt(2 * np.pi * mass * kT)
speed = np.sqrt(kT / mass)
mean_inward = speed * quad(
    lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi), 0, np.inf)[0]
assert abs(pressure / kT * mean_inward / flux - 1) < 1e-8
arrival = flux / site_density
atom_rate = 2 * arrival * sticking0
targets = np.array([0.5, 0.9, 0.99])
times = targets / (1 - targets) / atom_rate
one_site_times = -np.log(1 - targets) / atom_rate


def integrate_rate(power, stop):
    return solve_ivp(lambda t, y: atom_rate * (1 - y)**power, (0, stop),
                     [0.0], rtol=1e-10, atol=1e-12).y[0, -1]


for goal, t_two, t_one in zip(targets, times, one_site_times):
    assert abs(integrate_rate(2, t_two) - goal) < 1e-7
    assert abs(integrate_rate(1, t_one) - goal) < 1e-7

# ---- Printed numbers ----
print(f"pressure = {pressure:.1e} Pa, temperature = {temperature:.0f} K")
print(f"molecular mass = {mass_u:.0f} u = {mass:.4e} kg")
print(f"site density = {site_density:.1e} m^-2, s = {sticking0:.2f}")
print(f"gas flux = {flux:.4e} molecules m^-2 s^-1")
print(f"arrival rate F = {arrival:.4e} molecules per site per s")
print(f"initial filling rate 2 s F = {atom_rate:.4e} s^-1")
for goal, t_two, t_one in zip(targets, times, one_site_times):
    print(f"theta = {goal:.2f}: s tau = {atom_rate * t_two:.2f}, "
          f"t = {t_two:.1f} s, S = {sticking0 * (1 - goal)**2:.2e}, "
          f"one-site law t = {t_one:.1f} s")
print(f"start theta = {start}, x = 5: integrated theta = {numeric:.6f}, "
      f"formula = {random_coverage(5, start):.6f}")
print(f"ring, 10 sites, 4 atoms after mixing: P2 = {ring_p2:.6f}, "
      f"count = {pair_count(RING, 4):.6f}")
print(f"4x4 lattice, 6 atoms: arrangements = {len(chosen)}, "
      f"P2 = {square_p2:.6f}, count = {pair_count(16, 6):.6f}")
print(f"square lattice, bonds blocked: adjacent pair = {blocked_near}, "
      f"separated atoms = {blocked_far}")
print(f"initial loss of S/s per theta: frozen = {slope_near:.3f}, "
      f"random = {slope_far:.3f}")
print(f"large-M random law at x = 1: theta = {random_coverage(1.0):.6f}")
for m in chain:
    print(f"fast-hopping chain, M = {m}, x = 1: theta = {chain[m]:.6f}, "
          f"error = {chain_error[m]:.2e}")
for h in ring:
    print(f"10-site ring, x = 1, hop rate per bond = {h} (per unit x): "
          f"theta = {ring[h][0]:.6f}, distance to chain = "
          f"{hop_error[h]:.2e}")
print(f"frozen line formula, x = 1: theta = {frozen_coverage(1.0):.6f}, "
      f"P2 = {frozen_pair(frozen_coverage(1.0)):.6f}")
print(f"frozen ring, x = 1: P2 = {ring[0][1]:.6f}, "
      f"(1-theta)^2 = {(1 - ring[0][0])**2:.6f}")
print(f"frozen line formula, x = 6: theta = {frozen_coverage(6.0):.5f}, "
      f"P2 = {frozen_pair(frozen_coverage(6.0)):.5f}")
print(f"frozen ring, x = 6: theta = {frozen_late[0]:.5f}, "
      f"P2 = {frozen_late[1]:.5f}, "
      f"(1-theta)^2 = {(1 - frozen_late[0])**2:.5f}")
print(f"random law, x = 6: theta = {random_coverage(6.0):.5f}")
print(f"frozen final coverage: line formula = {1 - np.exp(-2):.5f}, "
      f"ring at x = 60 = {frozen_end[0]:.5f}")
print(f"sticking curves cross at theta = {theta_cross:.4f}")
print(f"coverage curves cross at x = {x_cross:.3f}, "
      f"theta = {random_coverage(x_cross):.4f}")
print("all assertions hold")
```

Running it gives:

```
pressure = 1.0e-06 Pa, temperature = 300 K
molecular mass = 32 u = 5.3137e-26 kg
site density = 1.0e+19 m^-2, s = 0.50
gas flux = 2.6891e+16 molecules m^-2 s^-1
arrival rate F = 2.6891e-03 molecules per site per s
initial filling rate 2 s F = 2.6891e-03 s^-1
theta = 0.50: s tau = 1.00, t = 371.9 s, S = 1.25e-01, one-site law t = 257.8 s
theta = 0.90: s tau = 9.00, t = 3346.8 s, S = 5.00e-03, one-site law t = 856.3 s
theta = 0.99: s tau = 99.00, t = 36815.2 s, S = 5.00e-05, one-site law t = 1712.5 s
start theta = 0.2, x = 5: integrated theta = 0.840000, formula = 0.840000
ring, 10 sites, 4 atoms after mixing: P2 = 0.333333, count = 0.333333
4x4 lattice, 6 atoms: arrangements = 8008, P2 = 0.375000, count = 0.375000
square lattice, bonds blocked: adjacent pair = 7, separated atoms = 8
initial loss of S/s per theta: frozen = 1.750, random = 2.000
large-M random law at x = 1: theta = 0.500000
fast-hopping chain, M = 10, x = 1: theta = 0.504812, error = 4.81e-03
fast-hopping chain, M = 100, x = 1: theta = 0.500422, error = 4.22e-04
fast-hopping chain, M = 200, x = 1: theta = 0.500210, error = 2.10e-04
fast-hopping chain, M = 400, x = 1: theta = 0.500105, error = 1.05e-04
10-site ring, x = 1, hop rate per bond = 0 (per unit x): theta = 0.544764, distance to chain = 4.00e-02
10-site ring, x = 1, hop rate per bond = 1 (per unit x): theta = 0.521610, distance to chain = 1.68e-02
10-site ring, x = 1, hop rate per bond = 10 (per unit x): theta = 0.507812, distance to chain = 3.00e-03
10-site ring, x = 1, hop rate per bond = 100 (per unit x): theta = 0.505134, distance to chain = 3.21e-04
10-site ring, x = 1, hop rate per bond = 1000 (per unit x): theta = 0.504845, distance to chain = 3.24e-05
frozen line formula, x = 1: theta = 0.544764, P2 = 0.276115
frozen ring, x = 1: P2 = 0.276115, (1-theta)^2 = 0.207240
frozen line formula, x = 6: theta = 0.85050, P2 = 0.00744
frozen ring, x = 6: theta = 0.85055, P2 = 0.00746, (1-theta)^2 = 0.02233
random law, x = 6: theta = 0.85714
frozen final coverage: line formula = 0.86466, ring at x = 60 = 0.86476
sticking curves cross at theta = 0.7968
coverage curves cross at x = 5.504, theta = 0.8462
all assertions hold
```
